\section*{One-way thermal velocity of nondegenerate carriers at a transistor barrier, part 2}

In a very short transistor, $x$ points from source to drain, and the current is evaluated at the barrier top, where the carriers' potential energy is highest. Without scattering, carriers there with $v_x>0$ came from the source and those with $v_x<0$ from the drain. The problem is to relate the current to $v_T$, the mean of $v_x$ over the forward carriers present at the top.

Units are SI unless stated. $m$ is the effective mass, $k$ the Boltzmann constant, $T$ the temperature, $n_+$ the density of forward carriers, $n$ the total density and $J_+$ the forward flux (per unit width in a layer). $I$ is the current and $W$ the channel width.

For a parabolic band, $E=E_c+\hbar^2|\mathbf{k}|^2/2m$ and $v_x=\hbar k_x/m$, with $\mathbf{k}$ the wavevector and $E_c$ the band edge at the barrier top. A state has occupation $f=1/(1+e^{(E-E_F)/kT})$, where $E_F$ is the Fermi level of the contact that fills it. In the nondegenerate regime $E_F$ lies several $kT$ below $E_c$, and $f$ is replaced by $e^{-(E-E_F)/kT}$.

For a source Maxwellian with constant $C$ and a barrier of height $U_b$, the classical density of carriers per unit interval of forward velocity $v$ at the top is
\begin{equation}
g(v)=C\,e^{-U_b/kT}\,e^{-mv^2/2kT},\qquad v>0 .
\label{eq:top}
\end{equation}
In a wire, a layer or a bulk crystal alike,
\begin{equation}
v_T=\frac{A}{B},\qquad
A=\int_0^\infty v\,e^{-mv^2/2kT}dv,\qquad
B=\int_0^\infty e^{-mv^2/2kT}dv .
\label{eq:AB}
\end{equation}
\begin{equation}
v_T=\frac{kT}{m}\sqrt{\frac{2m}{\pi kT}}
=\sqrt{\frac{k^2T^2}{m^2}\,\frac{2m}{\pi kT}}
=\sqrt{\frac{2kT}{\pi m}} .
\label{eq:vT}
\end{equation}

The example has a mass of $0.20$ free-electron masses, $m=1.82\times10^{-31}$~kg, and $T=300$~K, so $kT=4.14\times10^{-21}$~J and $v_T=1.20\times10^5$~m/s.

Q: Let me restate what I have accepted. Forward carriers at the barrier top have density $n_+$, mass $m$ and temperature $T$. With $A=kT/m$ and $B=\sqrt{\pi kT/2m}$, their mean velocity is $v_T=A/B=\sqrt{2kT/\pi m}$, and their flux is $J_+=n_+v_T$. The second moment of the half-Maxwellian is $(kT/m)B$. The band edge at the top is $E_c$, the source Fermi level is $E_F$, and $w$ is kinetic energy over $kT$. In the example, $m$ is $0.20$ free-electron masses, $T=300$~K and $v_T=1.20\times10^5$~m/s. Now I place a detector at the barrier top that records the velocity of each forward carrier passing it. Is the mean of the record $v_T$?

A: No, it is larger. In a given time a fast carrier reaches the detector from farther away than a slow one, so the record contains each velocity in proportion to $v$ times its density. The mean of the record is
\begin{equation}
v_{\mathrm{cross}}=\frac{\int_0^\infty v\cdot v\,e^{-mv^2/2kT}dv}{\int_0^\infty v\,e^{-mv^2/2kT}dv}
=\frac{(kT/m)\,B}{kT/m}=B=\sqrt{\frac{\pi kT}{2m}} .
\end{equation}
Relative to $v_T$ this is
\begin{equation}
\frac{v_{\mathrm{cross}}}{v_T}=\sqrt{\frac{\pi kT}{2m}\,\frac{\pi m}{2kT}}=\frac\pi2 ,
\end{equation}
and in the example $v_{\mathrm{cross}}=1.89\times10^5$~m/s. The flux is the density of carriers present times their mean velocity, so $v_T$ is the factor that multiplies $n_+$. Using $v_{\mathrm{cross}}$ there would count the weight $v$ twice.

Q: A transistor has a drain as well. At zero drain bias the current is zero, yet $n_+v_T$ is not.

A: The drain sends carriers back. Consider electrons, with charge magnitude $q$. A positive drain voltage $V_D$ lowers the Fermi level of the drain by $qV_D$ relative to the source. States at the barrier top with $v_x<0$ are filled from the drain, so in the nondegenerate regime each has the occupation of its forward counterpart times $e^{-u}$, where
\begin{equation}
u=\frac{qV_D}{kT}.
\end{equation}
The factor is the same for all backward states. It therefore changes their density, $n_-=n_+e^{-u}$, and leaves their mean speed along $x$ equal to $v_T$. The net flux is
\begin{equation}
J=n_+v_T-n_-v_T=n_+v_T\,(1-e^{-u}),
\label{eq:net}
\end{equation}
and the mean velocity of all carriers at the top is
\begin{equation}
\langle v_x\rangle=\frac{J}{n_++n_-}=v_T\,\frac{1-e^{-u}}{1+e^{-u}} .
\end{equation}
Multiplying numerator and denominator by $e^{u/2}$ turns the fraction into $(e^{u/2}-e^{-u/2})/(e^{u/2}+e^{-u/2})$, so
\begin{equation}
\langle v_x\rangle=v_T\tanh\frac u2 .
\label{eq:tanh}
\end{equation}
For $u\ll1$ this is $v_Tu/2$, proportional to the drain voltage. For $u\gg1$ it tends to $v_T$. The ratio $\langle v_x\rangle/v_T$ is $0.462$ at $u=1$, $0.762$ at $u=2$ and $0.987$ at $u=5$. For nondegenerate carriers, a drain voltage of a few $kT/q$ is enough to bring the mean velocity close to $v_T$.

Q: Equations~\eqref{eq:net} and \eqref{eq:tanh} approach saturation differently. One contains $1-e^{-u}$ and the other $\tanh(u/2)$. Which describes the current?

A: Both do, and the difference lies in what the gate holds fixed. There are two simple cases.

In the first, the gate fixes the height of the barrier and the drain does not affect it. This is the idealized situation below threshold, where the mobile charge is too small to influence the potential. Then $n_+$ is fixed by the source, and the current per width is $q$ times Eq.~\eqref{eq:net}:
\begin{equation}
\frac{I}{W}=q\,n_+v_T\,(1-e^{-u}).
\end{equation}
The density $n_-$ drains away as $V_D$ rises, and the total density falls from $2n_+$ to $n_+$.

In the second, the total mobile charge at the barrier top is held fixed. This is an idealization of the situation above threshold, where the gate voltage is taken to set the charge. Then $n=n_++n_-$ is fixed, and
\begin{equation}
\frac{I}{W}=q\,n\,v_T\tanh\frac u2 .
\end{equation}
As the drain stream weakens, the barrier falls, by $kT\ln2$ in all, and the source stream fills the gap, so $n_+=n/(1+e^{-u})$ rises from $n/2$ to $n$. This form is a limiting case that a real transistor may not reach. For nondegenerate carriers $n$ varies as the exponential of the barrier height over $kT$, so the charge changes by $q^2n/kT$ per unit change of the barrier potential. The gate holds the charge fixed only if its capacitance per area is much smaller than this. At $n=10^{15}$~m$^{-2}$ and $300$~K, $q^2n/kT$ is $0.006$~F/m$^2$, whereas a silicon dioxide layer $1$~nm thick has $0.035$~F/m$^2$. Such a gate comes closer to fixing the barrier than the charge. At much higher densities the carriers are no longer nondegenerate, and the hyperbolic tangent does not apply. For $u\gg1$ both forms reduce to $q\,n_+v_T$.

Q: Beyond the barrier top the field accelerates the carriers toward the drain, to velocities well above $v_T$. Should the current not be larger than $q\,n_+v_T$?

A: In a steady state the current is the same at every $x$. Where the carriers move faster, their density is lower, and the product stays the same. The barrier top is the convenient place to evaluate it, because there, without scattering, all forward carriers come from the source and have the distribution of Eq.~\eqref{eq:top}. If the drain stream is negligible as well, a strong field farther on raises the current of classical carriers only if it changes the barrier itself. In a barrier short enough for tunnelling and quantum reflection to matter, the field beyond the top also affects the current through them.

Q: And if a few carriers do scatter in the channel and come back?

A: Then some of the carriers with $v_x<0$ came from the source. Suppose that the drain stream is negligible and that a fraction $r$ of the forward flux returns to the barrier top. Suppose also that the returning carriers have the same thermal distribution, so that their mean speed along $x$ is $v_T$. Then $n_-=r\,n_+$, and the algebra is that of the drain stream with $e^{-u}$ replaced by $r$:
\begin{equation}
\langle v_x\rangle=v_T\,\frac{1-r}{1+r}.
\end{equation}
Under these assumptions $v_T$ is the ballistic limit $r=0$, and any return lowers the mean velocity.

Q: You promised to come back to Fermi statistics. Transistors are switched on by adding carriers, and sooner or later the exponential fails. What replaces $v_T$?

A: Take a layer with one occupied subband, one valley and spin degeneracy two, and define
\begin{equation}
\eta=\frac{E_F-E_c}{kT}.
\end{equation}
There are $2/(2\pi)^2$ states per unit area and per unit area of wavevector space. Use polar coordinates, where $k_\parallel$ is the length of the wavevector and $\theta$ its angle to the $x$ axis. Forward motion means $-\pi/2<\theta<\pi/2$, so the angular integral is $\pi$:
\begin{equation}
n_+=\frac{2}{(2\pi)^2}\,\pi\int_0^\infty f\,k_\parallel dk_\parallel
=\frac{1}{2\pi}\int_0^\infty f\,k_\parallel dk_\parallel .
\end{equation}
Since $w=\hbar^2k_\parallel^2/2mkT$, we have $k_\parallel dk_\parallel=(mkT/\hbar^2)\,dw$, and $f=1/(1+e^{w-\eta})$. Hence
\begin{equation}
n_+=N_+\int_0^\infty\frac{dw}{1+e^{w-\eta}}=N_+\ln(1+e^\eta),\qquad
N_+=\frac{mkT}{2\pi\hbar^2}.
\label{eq:nplus}
\end{equation}
The integral follows because $-\ln(1+e^{\eta-w})$ has the derivative $e^{\eta-w}/(1+e^{\eta-w})=1/(1+e^{w-\eta})$. It vanishes at $w=\infty$ and equals $-\ln(1+e^\eta)$ at $w=0$.

Q: That is the density. The velocity needs the flux.

A: The flux has the additional factor $v_x=\sqrt{2kTw/m}\,\cos\theta$. The angular integral is now $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$ where it was $\pi$, so the prefactor $N_+$ is multiplied by $2/\pi$:
\begin{equation}
J_+=N_+\,\frac2\pi\sqrt{\frac{2kT}{m}}\int_0^\infty\frac{\sqrt w\,dw}{1+e^{w-\eta}} .
\end{equation}
Define the Fermi integral
\begin{equation}
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt w\,dw}{1+e^{w-\eta}} .
\end{equation}
The integral in $J_+$ is then $(\sqrt\pi/2)F_{1/2}$. The constants combine to $(2/\pi)(\sqrt\pi/2)\sqrt{2kT/m}=\sqrt{2kT/\pi m}=v_T$, so $J_+=N_+v_TF_{1/2}(\eta)$. Dividing by Eq.~\eqref{eq:nplus} gives the forward mean velocity
\begin{equation}
v_+=v_T\,\frac{F_{1/2}(\eta)}{\ln(1+e^\eta)} .
\label{eq:vplus}
\end{equation}
This result belongs to a layer. The Fermi function does not split into a product of functions of $v_x$ and $v_y$, so the cancellation that made $v_T$ independent of dimension is lost.

Q: Does it return to $v_T$ at low density, and how fast?

A: Let $z=e^\eta<1$ and expand the occupation as a geometric series,
\begin{equation}
\frac{1}{1+e^{w-\eta}}=\frac{ze^{-w}}{1+ze^{-w}}=ze^{-w}-z^2e^{-2w}+\dots
\end{equation}
With $w=s^2$ and one integration by parts, $\int_0^\infty\sqrt w\,e^{-w}dw=2\int_0^\infty s^2e^{-s^2}ds=\int_0^\infty e^{-s^2}ds=\sqrt\pi/2$. Replacing $w$ by $w/2$ gives the same integral with $e^{-2w}$ as $2^{-3/2}\sqrt\pi/2$. Therefore
\begin{equation}
F_{1/2}=z-\frac{z^2}{\sqrt8}+O(z^3).
\end{equation}
Measure the filling by $y=n_+/N_+=\ln(1+z)$. Then $z=e^y-1=y+y^2/2+O(y^3)$, and
\begin{equation}
\frac{v_+}{v_T}=\frac{F_{1/2}}{y}=1+\Bigl(\frac12-\frac1{\sqrt8}\Bigr)y+O(y^2).
\label{eq:first}
\end{equation}
The coefficient is $0.146$. The nondegenerate formula is the limit $y\to0$, and to leading order its error is proportional to the density.

Q: The correction is positive. Might it change sign at higher filling?

A: No. Compare the occupation with the Maxwellian:
\begin{equation}
\frac{f}{e^{-w}}=\frac{e^{\eta}}{1+e^{\eta-w}} .
\end{equation}
For any $\eta$ this ratio increases with $w$. Fermi occupation thus gives relatively more weight to high energies than the Maxwellian does. At a given energy the angular average of $v_x$ is proportional to $\sqrt w$, which also increases with $w$, so the shift of weight raises the mean. Hence $v_+>v_T$ at any filling. Physically, each state holds at most one electron, so as the low states fill up, added carriers go increasingly into faster states.

Q: Put numbers on it for your model layer.

A: For $m=0.20$ free-electron masses and $T=300$~K, Eq.~\eqref{eq:nplus} gives $N_+=1.08\times10^{16}$~m$^{-2}$. For each forward density I find $\eta$ from $e^\eta=e^y-1$. I then sum occupation and velocity over a fine rectangular grid of wavevectors with $k_x>0$, and divide flux by density:
\begin{center}
\begin{tabular}{cccc}
$n_+$ (m$^{-2}$) & $y$ & $\eta$ & $v_+/v_T-1$\\
$10^{14}$ & $0.0093$ & $-4.68$ & $0.14\,\%$\\
$10^{15}$ & $0.093$ & $-2.33$ & $1.4\,\%$\\
$10^{16}$ & $0.93$ & $0.42$ & $14\,\%$
\end{tabular}
\end{center}
In the last row the Fermi level is above the band edge and the velocity is $1.37\times10^5$~m/s. The first-order term of Eq.~\eqref{eq:first} gives $0.146\times0.93=0.136$ there, close to the summed value even though $y$ is not small. These numbers are for a parabolic band. In a real semiconductor the curvature of the band can matter more than the first two rows. With $E(1+\alpha E)=\hbar^2|\mathbf{k}|^2/2m$, $E$ measured from the band edge and $\alpha=0.5$~eV$^{-1}$, the nondegenerate forward velocity at $300$~K is below $v_T$ by about $1.6\,\%$ in a layer, $1.0\,\%$ in a wire and $2.2\,\%$ in a bulk crystal.

Q: And the current at the lowest density?

A: With the drain stream negligible, $n_+v_T=10^{14}\times1.203\times10^5=1.203\times10^{19}$ carriers per metre of width per second. Multiplied by the elementary charge, this is
\begin{equation}
\frac IW=q\,n_+v_T=1.93\ \mathrm{A/m}.
\end{equation}
The sum over states with Fermi occupation gives a current larger by $0.14\,\%$, the excess of $v_+$ over $v_T$ in the first row of the table.

Q: Then a lighter mass always gives more current, because $v_T$ grows as $1/\sqrt m$.

A: At fixed density, yes, within the nondegenerate regime. At a fixed position of the Fermi level below the barrier top, no. There $n_+\approx N_+e^\eta$, which is proportional to $m$, and the flux $N_+e^\eta v_T$ is proportional to $m\cdot m^{-1/2}=\sqrt m$. The lighter carriers are faster but have fewer states to occupy. For the same reason $y=n_+/N_+$ is larger for a lighter mass at a given density, and the nondegenerate formula loses accuracy sooner. All this holds for a layer whose mass is the same in both directions. If the principal axes of the mass lie along and across the current, with masses $m_x$ and $m_y$, $N_+$ is proportional to $\sqrt{m_xm_y}$ and $v_T$ to $1/\sqrt{m_x}$. The flux at a fixed Fermi level is then proportional to $\sqrt{m_y}$ and does not depend on $m_x$. A gate of finite capacitance fixes neither the density nor the Fermi level. At a fixed gate voltage above threshold the two trends compete, and the current can be largest at an intermediate mass.

Numerical values quoted here were computed with a short program.
